**Phase-space volume and the number of bound states**

For \(H=-\tfrac12\nabla^2+V\) with \(V\le0\), \(N\) is the number of negative eigenvalues and \(N_{\rm cl}\) the classically allowed phase-space volume divided by \((2\pi)^d\). For \(d\ge3\), \(N\le K_dN_{\rm cl}\) with \(K_3=3\sqrt{15}\), while no bound \(N\le A+BN_{\rm cl}\) holds for \(d=1,2\). The program assembles \(K_d\) from its defining integrals for \(d=3,4,5\) and asserts the density inequality behind it on a set of 175 functions. It asserts that square wells of radius 2 Å and depth 0.25 to 1 eV bind one state in one and two dimensions and none in three, and it checks the binding energies against eigenvalue counts of a discretised Hamiltonian. Forty weak one-dimensional wells hold 40 states when far apart and 3 when merged, at the same \(N_{\rm cl}=2.61\). The one-dimensional bound \(N\le1+2\int|x||V|dx\) is asserted for both arrangements, and two narrow wells come close to it, with \(N=2\) against 2.05. In three dimensions the largest scanned \(N/N_{\rm cl}\) is 4.55, below \(K_3\approx11.6\), and a threshold case shows that the constant cannot be less than \(8/\sqrt3\approx4.62\).

## Check in Python

```python
"""Phase-space volume and the number of bound states.

H = -1/2 Laplacian + V, V <= 0, atomic units; N = number of negative eigenvalues.
N_cl = (unit-ball volume)/(2 pi)^d * integral of (2|V|)^(d/2).
Claims under test:
  d >= 3: N <= K_d N_cl, K_d = d/(d-2) * (d(d+2)/(d-2)^2)^((d-2)/2);
  d = 1, 2: weak wells bind, and distant weak wells defeat any A + B N_cl;
  d = 1: N <= 1 + 2 * integral of |x||V|.
Eigenvalues are counted from the signs of the pivots of a discretised H.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import gamma, j0, j1, k0, k1

EV = constants.value("Hartree energy in eV")
ANG = constants.value("Bohr radius") * 1e10


def sphere_area(dim):
    return 2 * np.pi ** (dim / 2) / gamma(dim / 2)


def count_below(nodes, potential, energy=0.0, dim=1, l=0, left_fixed=False):
    """Number of eigenvalues below energy; linear elements, zero at last node."""
    a, b = nodes[:-1], nodes[1:]
    mid, h = (a + b) / 2, b - a
    weight = (b ** dim - a ** dim) / dim
    stiff = 0.5 * weight / h ** 2
    local = potential(mid) - energy
    if l > 0:
        local = local + l * (l + dim - 2) / (2 * mid ** 2)
    half = 0.5 * local * weight
    diagonal = np.zeros(len(nodes))
    diagonal[:-1] += stiff + half
    diagonal[1:] += stiff + half
    start = 1 if left_fixed else 0
    diag = diagonal[start:-1].tolist()
    off2 = (stiff[start:-1] ** 2).tolist()
    pivot = diag[0]
    count = int(pivot < 0)
    for d_i, e2 in zip(diag[1:], off2):
        if pivot == 0.0:
            pivot = 1e-300
        pivot = d_i - e2 / pivot
        count += pivot < 0
    return count


def total_count(nodes, potential, dim):
    """All bound states of a central well, with angular multiplicity."""
    total, l = 0, 0
    while True:
        n = count_below(nodes, potential, 0.0, dim, l, left_fixed=l > 0)
        if n == 0:
            return total
        total += n * {1: 1, 2: 1 if l == 0 else 2, 3: 2 * l + 1}[dim]
        l += 1
        if dim == 1 and l == 2:
            return total


def phase_space(potential, dim, upper):
    area = sphere_area(dim)
    integral = quad(lambda r: r ** (dim - 1) * (2 * abs(potential(r))) ** (dim / 2),
                    0, upper)[0]
    return area / dim / (2 * np.pi) ** dim * area * integral


def square_well(depth, radius):
    return lambda r: np.where(np.abs(r) < radius, -depth, 0.0)


def K(dim):
    return dim / (dim - 2) * (dim * (dim + 2) / (dim - 2) ** 2) ** ((dim - 2) / 2)


# --- the constant, assembled from quadratures of its defining integrals ---
for dim in (3, 4, 5):
    shell = sphere_area(dim) / (2 * np.pi) ** dim
    low = shell * quad(lambda p: p ** (dim - 3), 0, 1)[0]
    layer = quad(lambda s: (1 - s ** ((dim - 2) / 4)) ** 2, 0, 1)[0]
    classical = shell * quad(lambda p: p ** (dim - 1), 0, 1)[0]
    assembled = low * layer ** (-(dim - 2) / 2) / classical
    assert abs(assembled / K(dim) - 1) < 1e-6
    print(f"K_d for d={dim}: {K(dim):.4f}")
print(f"K_d for d=2.1, 2.01 (growth towards d=2): {K(2.1):.1f}, {K(2.01):.1f}")

# --- density inequality for functions orthonormal in the gradient product, d=3 ---
t = np.linspace(-8, 8, 4001)
dt, r = t[1] - t[0], np.exp(t)
alpha = 3.0 ** np.arange(-3, 4)[:, None]
a3 = 1 / (2 * np.pi ** 2)
rho, n_functions = np.zeros_like(r), 0
for l in range(5):
    radial = r ** l * np.exp(-alpha * r ** 2 / 2)
    slope = (l / r - alpha * r) * radial
    gram = ((slope * r ** 3) @ slope.T + l * (l + 1) * (radial * r) @ radial.T) * dt
    chol = np.linalg.cholesky(gram)
    ortho = np.linalg.solve(chol, radial)
    rho += (2 * l + 1) / (4 * np.pi) * np.sum(ortho ** 2, axis=0)
    n_functions += (2 * l + 1) * len(alpha)
    if l == 0:
        # part with momentum below 1, evaluated at the origin
        low_part = np.array([(2 * np.pi) ** -1.5 * np.sqrt(4 * np.pi) * quad(
            lambda p: p ** 2 * al ** -1.5 * np.exp(-p ** 2 / (2 * al)), 0, 1)[0]
            for al in alpha[:, 0]])
        bessel_fraction = np.sum(np.linalg.solve(chol, low_part) ** 2) / a3
density_fraction = (4 * np.pi * np.sum(rho ** 3 * r ** 3) * dt
                    / (15 * a3 ** 2 * n_functions))
assert 0.8 < bessel_fraction < 1
assert 0 < density_fraction < 1
print(f"low-momentum density / its bound: {bessel_fraction:.4f}")
print(f"integral rho^3 / its bound, {n_functions} functions: {density_fraction:.4f}")

# --- layer-cake identity for one Gaussian: momentum side against real space ---
momentum_side = quad(lambda tau: quad(
    lambda p: 4 * np.pi * p ** 2 * np.exp(-p ** 2), np.sqrt(tau), np.inf)[0],
    0, 60)[0]
real_side = quad(lambda x: 4 * np.pi * x ** 4 * np.exp(-x ** 2), 0, np.inf)[0]
assert abs(momentum_side / real_side - 1) < 1e-6


# --- the same weak square well in one, two and three dimensions ---
def binding(dim, depth, radius):
    """Lowest level from matching at the edge (d = 1 or 2), as a positive number."""
    def mismatch(log_b):
        b = np.exp(log_b)
        k, q = np.sqrt(2 * (depth - b)), np.sqrt(2 * b)
        if dim == 1:
            return k * np.tan(k * radius) - q
        return k * j1(k * radius) / j0(k * radius) - q * k1(q * radius) / k0(q * radius)
    return np.exp(brentq(mismatch, -60, np.log(depth * (1 - 1e-9)), xtol=1e-12))


def trial_form(dim, depth, radius, outer):
    """Form value of a trial function: 1 in the well, zero at outer."""
    x = np.geomspace(radius, outer, 20001)
    if dim == 1:
        u = (outer - x) / (outer - radius)
    else:
        u = np.log(outer / x) / np.log(outer / radius)
    mid = (x[1:] + x[:-1]) / 2
    area = sphere_area(dim)
    kinetic = 0.5 * area * np.sum(mid ** (dim - 1) * np.diff(u) ** 2 / np.diff(x))
    return kinetic - depth * area * radius ** dim / dim


R = 2.0 / ANG
unit_grid = np.concatenate([np.linspace(0, 1, 401), np.exp(np.arange(0.01, 40, 0.01))])
print(f"well radius: {R * ANG:.2f} angstrom = {R:.4f} bohr")
for depth_ev in (1.0, 0.5, 0.25):
    depth = depth_ev / EV
    well = square_well(depth, R)
    volumes = [phase_space(well, d, R) for d in (1, 2, 3)]
    counts = [total_count(R * unit_grid, well, d) for d in (1, 2, 3)]
    assert counts == [1, 1, 0]
    assert K(3) * volumes[2] < 1
    levels = [binding(d, depth, R) for d in (1, 2)]
    for d, level in zip((1, 2), levels):
        assert count_below(R * unit_grid, well, -1.02 * level, d) == 0
        assert count_below(R * unit_grid, well, -0.98 * level, d) == 1
    fall = 1 / (2 * R * depth)
    log_ratio = 1 / (depth * R ** 2)
    assert trial_form(1, depth, R, R + 1.02 * fall) < 0
    assert trial_form(1, depth, R, R + 0.98 * fall) > 0
    assert trial_form(2, depth, R, R * np.exp(1.02 * log_ratio)) < 0
    assert trial_form(2, depth, R, R * np.exp(0.98 * log_ratio)) > 0
    print(f"depth {depth_ev:.2f} eV = {depth:.6f} hartree")
    print("  N_cl for d=1,2,3: " + ", ".join(f"{v:.4f}" for v in volumes))
    print(f"  N for d=1,2,3: {counts}; K_3 N_cl (d=3): {K(3) * volumes[2]:.4f}")
    print(f"  binding energy d=1: {levels[0] * EV:.4e} eV")
    print(f"  binding energy d=2: {levels[1] * EV:.4e} eV")
    print(f"  least trial fall length L, d=1: {fall * ANG:.2f} angstrom")
    print(f"  least trial outer radius R2, d=2: {R * np.exp(log_ratio) * ANG:.1f} angstrom")

# --- many weak one-dimensional wells: far apart, then pushed together ---
n_wells, spacing, weak = 40, 500.0, 0.01 / EV
half_box = n_wells * spacing / 2
line = np.arange(-half_box, half_box + 0.5, 1.0) / ANG


def separated(x):
    offset = np.mod(x * ANG + half_box, spacing) - spacing / 2
    return np.where(np.abs(offset) < 2.0, -weak, 0.0)


merged = square_well(weak, 2.0 * n_wells / ANG)
weak_fall = 1 / (2 * R * weak)
assert 2 * (weak_fall + R) * ANG < spacing
print(f"weak well: depth {weak * EV:.3f} eV, width 4 A, least L {weak_fall * ANG:.1f} A")
one_volume = phase_space(square_well(weak, R), 1, R)
print(f"N_cl of one weak well: {one_volume:.4f}")
middle, step = (line[1:] + line[:-1]) / 2, np.diff(line)
array_counts, array_volumes = [], []
for name, potential in (("500 A apart", separated), ("merged", merged)):
    n = count_below(line, potential, left_fixed=True)
    volume = np.sum(np.sqrt(2 * np.abs(potential(middle))) * step) / np.pi
    moment_bound = 1 + 2 * np.sum(np.abs(middle * potential(middle)) * step)
    assert n <= moment_bound
    array_counts.append(n)
    array_volumes.append(volume)
    print(f"{n_wells} wells {name}: N={n}, N_cl={volume:.4f}, 1+2int|x||V|={moment_bound:.2f}")
assert array_counts == [40, 3]
assert abs(array_volumes[0] / array_volumes[1] - 1) < 1e-9
assert abs(array_volumes[0] / (n_wells * one_volume) - 1) < 1e-6

# --- near-sharpness of the one-dimensional moment bound: two narrow wells ---
width = 1e-5
narrow_nodes = np.array([-1e4, 0.0, width, 1.0, 1.0 + width, 1e4])


def two_narrow(strength):
    """Strong well at 0, well at 1 with 2 * position * area = strength."""
    return lambda x: -(np.where((x > 0) & (x < width), 50.0, 0.0)
                       + np.where((x > 1) & (x < 1 + width), strength / 2, 0.0)) / width


assert count_below(narrow_nodes, two_narrow(0.95), left_fixed=True) == 1
assert count_below(narrow_nodes, two_narrow(1.05), left_fixed=True) == 2
mids, steps = (narrow_nodes[1:] + narrow_nodes[:-1]) / 2, np.diff(narrow_nodes)
sharp = 1 + 2 * np.sum(np.abs(mids * two_narrow(1.05)(mids)) * steps)
assert 2 <= sharp < 2.1
print(f"two narrow wells, d=1: N=2, moment bound={sharp:.4f}")

# --- three dimensions: thresholds and a scan over shapes and depths ---
grid3 = unit_grid[unit_grid < np.exp(14)]
shapes = {
    "square": (lambda D: square_well(D, 1.0), 1.0),
    "gaussian": (lambda D: (lambda x: -D * np.exp(-x ** 2)), 12.0),
    "(1+r^2)^-2": (lambda D: (lambda x: -D / (1 + x ** 2) ** 2), np.inf),
}
for name, critical, closed in (("square", np.pi ** 2 / 8, np.pi ** 2 / 36),
                               ("(1+r^2)^-2", 1.5, np.sqrt(3) / 8)):
    make, upper = shapes[name]
    assert total_count(grid3, make(0.99 * critical), 3) == 0
    assert total_count(grid3, make(1.01 * critical), 3) == 1
    volume = phase_space(make(critical), 3, upper)
    assert abs(volume / closed - 1) < 1e-6
    print(f"d=3 {name}, length 2 A: threshold depth {critical / R ** 2 * EV:.4f} eV, "
          f"N_cl {volume:.4f}, 1/N_cl {1 / volume:.4f}")
for name, (make, upper) in shapes.items():
    unit_volume = phase_space(make(1.0), 3, upper)
    ratios = []
    for D in np.concatenate([[1.515], np.geomspace(1, 400, 25)]):
        n = total_count(grid3, make(D), 3)
        ratios.append(n / (unit_volume * D ** 1.5))
    assert max(ratios) < K(3)
    print(f"d=3 scan, {name}: largest N/N_cl = {max(ratios):.4f}")
    if name == "gaussian":
        assert abs(ratios[-1] - 1) < 0.15
        print(f"  deepest gaussian (400 in units hbar^2/(m length^2)): N={n}, "
              f"N_cl={unit_volume * D ** 1.5:.1f}, ratio {ratios[-1]:.4f}")

print("done: every assertion held")
```

Output:

```
K_d for d=3: 11.6190
K_d for d=4: 12.0000
K_d for d=5: 12.7817
K_d for d=2.1, 2.01 (growth towards d=2): 29.4, 212.7
low-momentum density / its bound: 0.8129
integral rho^3 / its bound, 175 functions: 0.1518
well radius: 2.00 angstrom = 3.7795 bohr
depth 1.00 eV = 0.036749 hartree
  N_cl for d=1,2,3: 0.6523, 0.2625, 0.0761
  N for d=1,2,3: [1, 1, 0]; K_3 N_cl (d=3): 0.8841
  binding energy d=1: 4.6446e-01 eV
  binding energy d=2: 4.7638e-02 eV
  least trial fall length L, d=1: 1.90 angstrom
  least trial outer radius R2, d=2: 13.4 angstrom
depth 0.50 eV = 0.018375 hartree
  N_cl for d=1,2,3: 0.4612, 0.1312, 0.0269
  N for d=1,2,3: [1, 1, 0]; K_3 N_cl (d=3): 0.3126
  binding energy d=1: 1.5874e-01 eV
  binding energy d=2: 9.8463e-04 eV
  least trial fall length L, d=1: 3.81 angstrom
  least trial outer radius R2, d=2: 90.3 angstrom
depth 0.25 eV = 0.009187 hartree
  N_cl for d=1,2,3: 0.3262, 0.0656, 0.0095
  N for d=1,2,3: [1, 1, 0]; K_3 N_cl (d=3): 0.1105
  binding energy d=1: 4.9121e-02 eV
  binding energy d=2: 4.7919e-07 eV
  least trial fall length L, d=1: 7.62 angstrom
  least trial outer radius R2, d=2: 4077.0 angstrom
weak well: depth 0.010 eV, width 4 A, least L 190.5 A
N_cl of one weak well: 0.0652
40 wells 500 A apart: N=40, N_cl=2.6092, 1+2int|x||V|=2100.75
40 wells merged: N=3, N_cl=2.6092, 1+2int|x||V|=17.80
two narrow wells, d=1: N=2, moment bound=2.0505
d=3 square, length 2 A: threshold depth 2.3502 eV, N_cl 0.2742, 1/N_cl 3.6476
d=3 (1+r^2)^-2, length 2 A: threshold depth 2.8575 eV, N_cl 0.2165, 1/N_cl 4.6188
d=3 scan, square: largest N/N_cl = 3.4371
d=3 scan, gaussian: largest N/N_cl = 3.7042
  deepest gaussian (400 in units hbar^2/(m length^2)): N=1158, N_cl=1158.2, ratio 0.9999
d=3 scan, (1+r^2)^-2: largest N/N_cl = 4.5504
done: every assertion held
```
